# Why Seamless Graphene and Boron Nitride Cones Allow Different Angles

## Definitions and conventions

A cone is made from a flat honeycomb sheet by removing a wedge of angle $\delta$, with $0<\delta<360^\circ$, and joining the two cut edges. The angle $\delta$ is the deficit angle. The bond length is $a$, the distance from the apex measured along the surface is $s$, and the cone's half-angle in space is $\alpha$, so its full aperture is $2\alpha$.

The cone is called seamless if, outside a bounded core at the apex, every atom has three neighbours and every ring is a hexagon. The core may contain other rings. The ideal sheet has equal bonds at $120^\circ$ to one another; elastic distortion is treated as a later correction. A like-atom bond in boron nitride (BN) is a B–B or an N–N bond.

With these definitions the result is:

- Graphene closes seamlessly if and only if $\delta=n\cdot60^\circ$, with $n=1,\dots,5$.
- BN closes seamlessly without like-atom bonds if and only if $n$ is also even, so that $\delta=120^\circ$ or $240^\circ$.

The word "seamless" cannot be dropped from the second statement. A $60^\circ$ BN cone with only B–N bonds does exist if a line of squares and octagons may run from apex to rim. It is constructed below.

## What closure demands of the lattice

Take a small patch of honeycomb far from the apex and continue it, hexagon by hexagon, once round the cone. Unrolled onto a plane, the cone covers an angle $360^\circ-\delta$, and its two straight edges are identified by a rotation through $\delta$. The patch therefore comes back turned by $\delta$ relative to the lattice from which it started. Without a seam, the returning patch must coincide with the lattice already there. The joining operation is thus a symmetry of the honeycomb, and for $\delta\neq0$ it is a rotation about some point of the plane.

**Graphene.** From one atom the bonds point in three directions $120^\circ$ apart. From its neighbours they point in the three opposite directions. Together these are six directions spaced by $60^\circ$. A symmetry carries bonds into bonds, so it must map this set onto itself, which requires

$$\delta=n\cdot60^\circ .$$

**Boron nitride.** If all bonds join unlike atoms, fixing the species of one atom fixes those of the whole patch by alternation. After the circuit the species must agree as well as the positions. Now give each bond a direction, from B to N. These arrows point in only three directions, $120^\circ$ apart, because every B atom has the same surroundings. A turn by $60^\circ$ reverses the set of arrows, so it places B where N should be. A turn by $120^\circ$ preserves the set. Hence

$$\delta=m\cdot120^\circ,\qquad n=2m .$$

The difference between the materials is therefore one of symmetry. Graphene has a sixfold axis at each hexagon centre, and colouring the atoms alternately reduces it to a threefold axis.

**These angles can be reached.** Rotation by $60^\circ$ about a hexagon centre maps the honeycomb onto itself. Removing a $60^\circ$ wedge with its tip there turns the hexagon into a pentagon and leaves all other rings hexagonal. Removing $120^\circ$ turns it into a square and preserves the species.

For large $n$ a single wedge would leave an absurdly small central ring. The deficit is then shared. Five $60^\circ$ wedges can start at five hexagon centres placed round a small circle and point outwards about $72^\circ$ apart. They do not overlap, and they give five pentagons with $\delta=300^\circ$. Two $120^\circ$ wedges pointing in opposite directions give two squares with $\delta=240^\circ$, which serves BN.

A numerical scan tests the claim without using the symmetry argument. Wedges from $5^\circ$ to $300^\circ$ were removed in steps of $5^\circ$, and distances were measured along the resulting cone. Closure was accepted only if each atom between 3 and 10.9 bond lengths from the apex had three neighbours at the proper distance. With the apex at a hexagon centre, closure occurred at 60, 120, 180, 240 and $300^\circ$. At an atom it occurred at 120 and $240^\circ$, at a bond midpoint at $180^\circ$, and at a chosen general point at no angle. These are the sixfold, threefold and twofold axes of the honeycomb.

## The same integer counted in rings

The integer $n$ can also be read from the core. Consider a disc of $F$ rings containing $V$ atoms and $E$ bonds. On its rim, $b_2$ atoms have two bonds within the disc and $b_3$ have three. Interior atoms have three bonds. Let $p$ denote the size of a ring.

Counting bond ends gives

$$2E=3V-b_2,\qquad\text{so}\qquad 6V=4E+2b_2 .$$

Each interior bond belongs to two rings and each of the $b_2+b_3$ rim bonds to one, so

$$\sum p=2E-b_2-b_3 .$$

Euler's relation for a disc, $V-E+F=1$, gives $F=1-V+E$. Therefore

$$\begin{aligned}
\sum(6-p)&=6F-2E+b_2+b_3\\
&=6-6V+4E+b_2+b_3\\
&=6-b_2+b_3 .
\end{aligned}$$

The last line follows on inserting $6V$.

Now let the rim lie in honeycomb surroundings and walk along it with the core on the left. At a $b_2$ atom the third bond points outwards, the interior angle is $120^\circ$, and the path turns left by $60^\circ$. At a $b_3$ atom the third bond points inwards, the interior angle is $240^\circ$, and the path turns right by $60^\circ$. The total turn is $60^\circ(b_2-b_3)$.

On the cone this total must equal $360^\circ-\delta$. A circle at distance $s$ shows why: its length is $s$ times the cone's total angle, and it turns by $1/s$ per unit length. Deforming the loop over the flat surface outside the apex does not change its total turn. Thus $b_2-b_3=6-n$, and

$$\sum_{\text{core}}(6-p)=n .$$

A pentagon contributes 1, a square 2 and a heptagon $-1$. This form assumes three bonds at every core atom. Each two-coordinated core atom lowers the ring sum by 2: removing $120^\circ$ at an atom leaves one such atom and only hexagons, so the sum is 0 while $n=2$. The parity of the sum still equals that of $n$. Local strain changes bond lengths and angles but not this integer, so relaxation cannot turn a $60^\circ$ cone into, say, a $70^\circ$ seamless cone.

**Parity.** Going round any ring in which B and N alternate, one must return to the starting species, so the ring has an even number of atoms. The same holds for any longer loop. If all core rings are even, every term $6-p$ is even, and so is $n$.

The converse needs care. Two pentagons also give $n=2$, but each is an odd ring and must contain a like-atom bond. If they share an edge, one like-atom bond on that edge can serve both; if they are apart, a finite line of such bonds can connect them, with one in each pentagon and two in each hexagon on the way, so that every ring still returns to its starting species. One square gives the same deficit with none. An allowed angle therefore permits a core without like-atom bonds but does not guarantee one.

The aperture follows from the circumference at distance $s$. In space the circle has radius $s\sin\alpha$; on the unrolled sheet its length is the total angle times $s$:

$$2\pi s\sin\alpha=2\pi s\left(1-\frac{\delta}{360^\circ}\right),
\qquad \sin\alpha=1-\frac n6 .$$

| $n$ | $\delta$ | Full aperture | Seamless BN without like-atom bonds |
|---:|---:|---:|:---|
| 1 | $60^\circ$ | $112.9^\circ$ | no |
| 2 | $120^\circ$ | $83.6^\circ$ | yes |
| 3 | $180^\circ$ | $60.0^\circ$ | no |
| 4 | $240^\circ$ | $38.9^\circ$ | yes |
| 5 | $300^\circ$ | $19.2^\circ$ | no |

Two further cases lie outside the table. At $n=0$ there is no cone, though the sheet may contain a dislocation. Negative $n$ means an inserted wedge and a saddle. The parity rule persists: the bond graph outside the core cannot alternate for $n=-1$, but can for $n=-2$.

## Why the fault in BN runs to the rim

One might hope to hide the mismatch of a $60^\circ$ BN cone in its pentagon. This is impossible in hexagonal surroundings.

Any loop round the core bounds a disc of rings. Adding the ring sizes counts each interior bond twice and each loop bond once, so the loop length has the parity of $\sum p$, which is also the parity of $\sum(6-p)=n$. For odd $n$ every loop that goes once round the core is odd, and an odd loop contains at least one like-atom bond.

Around a central ring the atoms form separate concentric loops. In each $60^\circ$ sector the $k$th loop has $k$ atoms with outward bonds and $k-1$ with inward bonds, so its total length is

$$(6-n)(2k-1).$$

With one pentagon the lengths are $5,15,25,\dots$, all odd. Because the loops share no bonds, a cone of $K$ loops has at least $K$ like-atom bonds.

This bound is attained. Place the joint along a straight line from the pentagon's centre through successive hexagon centres. It crosses one bond per loop and no bond between loops. All bonds away from the joint are B–N, and each crossed bond joins like atoms. The crossed bonds were parallel, with the same B-to-N sense, before one side exchanged its species. This straight seam is therefore made entirely of B–B or entirely of N–N bonds.

The number of shortest seams can also be found. In any ring the number of unlike bonds is even, so a hexagon has an even number of like-atom bonds and a pentagon an odd number. A minimal set of like-atom bonds thus marks a path from the pentagon to the outside, moving one shell of hexagons outwards at each step.

Let $T_k$ be the number of such paths to the $k$th shell, per sector. Just one of them goes straight to the shell's corner hexagon. That corner has three outward neighbours, while every other hexagon has two. Hence

$$T_{k+1}=3+2(T_k-1)=2T_k+1,\qquad T_1=1,$$

which gives $T_k=2^k-1$. The pentagon has five sectors, so there are

$$W_K=5(2^K-1)$$

minimal seams. Exhaustive trial of all species assignments confirms the cases $K=1$ and $K=2$: the fewest like-atom bonds are 1 and 2, with 5 and 15 placements. Exchanging B and N everywhere is not counted as a new placement.

The distinction for a grower is between a point defect and a line defect. For even $n$ any necessary fault can be confined to the core or avoided. For odd $n$ it grows with the cone.

## The square–octagon exception

Like-atom bonds can be avoided at $\delta=60^\circ$ if the demand for hexagons is given up along a line.

Take a $150^\circ$ sector of flat BN. Let one boundary pass through a row of hexagon centres and cut bonds at their midpoints. Let the other run parallel to a column of bonded B–N pairs, half a bond length outside that column. These two lattice directions can meet at $150^\circ$. Join the sector to its mirror image along both boundaries, exchanging B and N in the image. The total angle is $300^\circ$, so $\delta=60^\circ$.

Every bond across either boundary joins an atom to its own image, which is of the other species. No like-atom bond arises there. Across the first boundary the ordinary honeycomb is restored, because this mirror line already exchanges B and N. Across the second, each bonded pair and its image form a square. Between successive squares lies a ring with four atoms from each side, an octagon.

In a construction covering distances from 2 to 12 bond lengths, all bonds could be made unlike. The seam contained three squares, and the large ring examined between them had eight atoms. The same joining rule also works inside 2 bond lengths: the atom nearest the apex is bonded once to its own image, and every atom there has three unlike neighbours. The positions were not relaxed, so this establishes the connectivity and not the energy.

There is no conflict with the ring count. Its last step assumed that the rim turns by $60^\circ$ at each atom, which fails where the rim crosses squares and octagons. The cone has even rings and $\delta=60^\circ$, but it is not seamless.

## How large the penalty is

Consider a free single-layer BN cone of slant length $R=10$ nm. Rough typical values are $a=0.145$ nm, a bending rigidity $\kappa=1$ eV and a growth temperature of 1300 K. The cost of a like-atom bond relative to the alternating lattice is set to $\varepsilon=1$ eV, a round model parameter. One value is used for B–B and N–N bonds. This is a simplification. Since each atom has three bonds, a seam made only of B–B bonds carries two thirds of an excess B atom per like-atom bond, and likewise for N. Its cost therefore depends on the chemical potentials of B and N. Across a window set by the formation enthalpy of BN, about 2.6 eV per pair, the effective $\varepsilon$ of a given seam shifts by about 1.7 eV, with B-rich growth favouring B–B seams and N-rich growth N–N seams.

**Seam.** Neighbouring hexagon centres are $\sqrt3\,a=0.2511$ nm apart. The straight seam crosses bonds at distances $(k-\tfrac12)\sqrt3\,a$ from the apex. The number within $R$ is the integer part of

$$\frac{10}{0.2511}+\frac12\approx40.3,$$

so $K=40$. The seam costs $40\times1=40$ eV, or $1/0.2511=3.98$ eV/nm.

**Bending.** A cone is straight along its slant, so one principal curvature is zero. A horizontal circle has curvature $1/(s\sin\alpha)$, of which the fraction $\cos\alpha$ lies along the surface normal. The other principal curvature is therefore $\cot\alpha/s$. With area element $2\pi s\sin\alpha\,ds$ and inner cutoff $a$,

$$\begin{aligned}
E_{\rm b}&=\int_a^R\frac{\kappa}{2}\frac{\cot^2\alpha}{s^2}\,2\pi s\sin\alpha\,ds\\
&=\pi\kappa\frac{\cos^2\alpha}{\sin\alpha}\ln\frac Ra .
\end{aligned}$$

For $n=1$, $\sin\alpha=5/6$ and $\cos^2\alpha/\sin\alpha=11/30$, giving 4.88 eV. For $n=2$, $\sin\alpha=2/3$ and the factor is $5/6$, giving 11.08 eV.

The $60^\circ$ cone thus saves 6.20 eV in bending but pays 40 eV for its seam. Its total is 44.9 eV, against 11.1 eV for the $120^\circ$ cone before core energies. Bending grows logarithmically with $R$ and the seam linearly, so their separation widens for long cones.

**Core.** A square may cost more than a pentagon. Allow 5 eV for this, again a round value. With the seam treated as continuous, equality at length $L$ requires

$$\frac{\varepsilon L}{\sqrt3\,a}+E_{\rm b}^{(1)}(L)=E_{\rm b}^{(2)}(L)+5\ {\rm eV},$$

which gives $L\approx2.3$ nm. This is a rough value even within the model: halving the inner cutoff of the bending integral moves it to about 2.6 nm, and doubling the cutoff to about 2.0 nm. The assumed energies matter more: a core allowance of 10 eV gives about 3.7 nm, and halving $\varepsilon$ at the original allowance gives about 5.1 nm. With no core allowance, a continuous seam, $\varepsilon=1$ eV and cutoff $a$ there is no crossover, but the $120^\circ$ cone leads by only 0.1 eV near 0.37 nm. That margin is fragile: still without an allowance, halving the cutoff makes the $60^\circ$ cone lower over a range of lengths ending near 0.95 nm, and halving $\varepsilon$ over a range ending near 1.9 nm. How far the model favours short $60^\circ$ cones despite their like-atom bonds thus depends on the core cost, $\varepsilon$ and the cutoff together. The topological rule forbids a perfect closure; it does not forbid a small imperfect cone.

**Temperature.** If the seam can rearrange, the choice among minimal paths lowers its free energy. For a rim that follows the 40th loop the reduction is $k_{\rm B}T\ln W_{40}$. At 1300 K, $k_{\rm B}T=0.112$ eV and this is 3.29 eV, about 8% of the seam energy. For a circular rim at 10 nm it is only an upper limit: the 40th loop comes close to that rim only at its corners, so most of the counted paths end short of the rim and would need further like-atom bonds. Only about 400 paths of 40 bonds reach it, which gives about 0.7 eV. Longer seams are not counted; each extra like-atom bond brings a Boltzmann factor of about $e^{-8.9}$.

**Curvature.** Placing the ideal atoms on the cone in space changes straight-line bond lengths by at most 0.03%, 0.09% and 0.23% for $n=1,2,3$, in loops 5 to 8. The ideal lattice is therefore a good description there. Nearer the apex the distortion is larger and belongs to the core energy.

**Other seams.** At $R=10$ nm any seam replacing the like-atom bonds would have to cost less than

$$\frac{11.08-4.88}{10}=0.62\ {\rm eV/nm}$$

for the $60^\circ$ cone to win. The 5 eV core allowance raises this threshold to 1.12 eV/nm. Whether a relaxed square–octagon seam lies below it is not decided here.

These comparisons hold the slant length fixed and omit the energy of the open rim. The rim length is $(2\pi-\delta)R$, with $\delta$ in radians, so the $60^\circ$ cone has the longer rim by $\pi R/3$. A positive, equal rim energy per length would favour the $120^\circ$ cone further and reduce the 2.3 nm crossover. The term is not small: a rim energy of 1 eV/nm adds 10.5 eV at $R=10$ nm, moves the crossover to about 1.7 nm and lowers both seam thresholds by 1.05 eV/nm, which makes the 0.62 eV/nm value negative. At equal numbers of atoms the $120^\circ$ cone still has the shorter rim, by a factor $\sqrt{4/5}$.

## Reading the result for real films

The bond length, rigidity and temperature are in the usual range for single-layer hexagonal BN and its vapour deposition. The value of $\varepsilon$ is less secure, and the seam energy is proportional to it: halving $\varepsilon$ gives 20 eV, still above the 6.20 eV bending difference. The $60^\circ$ cone would win at this size only for an effective $\varepsilon$ below about 0.16 eV, or 0.28 eV with the core allowance; whether strongly B-rich or N-rich growth reaches this is not decided here. Real deposits often break the assumption of a free single layer. In a stack where each layer has its own seam, the rigidity per layer would have to rise about 6.5-fold, from $40/6.20$, before bending cancelled the seam penalty at this size. On a substrate, adhesion opposes the formation of either cone. For fully lifted cones with equal numbers of atoms the lost contact area is the same, so adhesion nearly cancels between them but not against a flat film. Growth kinetics may also preserve a costly shape; the energies above do not predict yields.

For practical work, the following rules apply to closed single-layer cones with a bounded core:

1. To grow BN without like-atom bonds or a line defect, choose a template with a full aperture near $83.6^\circ$ or $38.9^\circ$. For graphene all five apertures are compatible with seamless closure.
2. If a BN cone has an aperture near $112.9^\circ$, $60.0^\circ$ or $19.2^\circ$, inspect its whole length. The required fault reaches the rim, so an image of the apex alone is insufficient. Look for both like-atom bonds and non-hexagonal rings.
3. If the aperture is $83.6^\circ$, still inspect the core. The angle does not distinguish one square from two pentagons, and the latter contain like-atom bonds.
4. If the aperture matches none of the five values, first check whether the sheet is really closed. A sheet wound over itself with unbonded edges has no joint to satisfy and may take other angles. A closed cone squeezed to an oval section also shows other angles, different from different sides, without any seam. If the cone is closed, round and otherwise undistorted, such an angle means that it contains a seam.

The numerical output below lists the angle scan, ring counts and energies.

## Computed results

```
Turns keeping all bond directions (deg): [60, 120, 180, 240, 300]
Turns keeping B-to-N directions (deg): [120, 240]
Scan of deficit: 5 to 300 deg in steps of 5 deg; closing angles:
  apex at hexagon centre: [60, 120, 180, 240, 300]
  apex at atom: [120, 240]
  apex at bond midpoint: [180]
  apex at general point: []
n, deficit (deg), full aperture (deg), B/N can alternate:
  1  60  112.9  False
  2  120  83.6  True
  3  180  60.0  False
  4  240  38.9  True
  5  300  19.2  False
Saddles n = -1, -2, B/N can alternate: False True
Core: n from rim count, B/N can alternate inside core:
  one pentagon: 1, False
  one square: 2, True
  two pentagons: 2, False
  three pentagons: 3, False
  two squares: 4, True
One pentagon, loops: (fewest like bonds, number of such seams):
  {1: (1, 5), 2: (2, 15)}
Straight seam, 8 loops: like-atom bonds = 8
60 deg cone with unlike bonds only: squares in seam = 3
  size of the large rings between them = 8
Largest bond change by curvature, loops 5-8, n=1: 0.03 %
Largest bond change by curvature, loops 5-8, n=2: 0.09 %
Largest bond change by curvature, loops 5-8, n=3: 0.23 %
Bond length (nm): 0.145
Bending rigidity (eV): 1.0
Cost per like-atom bond (eV): 1.0
Slant length (nm): 10.0
Growth temperature (K): 1300
Seam spacing of like-atom bonds (nm): 0.2511
Like-atom bonds in 60 deg cone: 40
Seam energy (eV): 40.0
Seam energy per length (eV/nm): 3.98
Bending energy, 60 deg cone (eV): 4.88
Bending energy, 120 deg cone (eV): 11.08
Seam plus bending, 60 deg cone (eV): 44.88
Thermal energy kT (eV): 0.112
Entropy term of minimal seams (eV): 3.29
Break-even seam line energy (eV/nm): 0.62
Core allowance for the square (eV): 5.0
Break-even line energy with allowance (eV/nm): 1.12
Slant length where 120 deg cone wins (nm): 2.27
```
